# Localized vibrational modes of a flat, isolated phonon band, part 2

The problem is whether a localized displacement of atoms in a harmonic crystal can oscillate at one frequency without spreading. Cells are labelled by \(n\), and \(q\) is the phase advance per cell, with \(-\pi<q_j\le\pi\). An atom of mass \(M\) has displacement \(u\), and the mass-weighted coordinates \(x=\sqrt{M}\,u\) obey
\[
\ddot x=-Dx,\qquad
D(q)=\sum_sD(s)e^{-iq\cdot s}.
\]
The force constants are assumed absolutely summable: \(\sum_s\|D(s)\|\) is finite.

A flat band has \(D(q)e(q)=\omega_0^2e(q)\) with the same \(\omega_0^2\) at every \(q\), where \(e(q)\) is normalized. It is isolated if no other branch reaches \(\omega_0^2\) at any \(q\). The choice of phase of \(e(q)\) is the gauge. With \(\int_q\) the zone average, the Wannier modes
\[
w_m(n)=\int_q e^{iq\cdot(n-m)}e(q)
\]
are orthonormal and satisfy \(Dw_m=\omega_0^2w_m\). If \(e(q)\) is smooth and periodic, they fall faster than any inverse power of distance. If also \(e(-q)^*=e(q)\), they are real. The amplitude of \(w_m\) in a motion \(x\) is \(Q_m=\langle w_m|x\rangle\).

The example is a chain with atoms \(A_n\) and \(B_n\), of masses \(m_A\) and \(m_B\) and displacements \(a_n\) and \(b_n\). Springs of stiffness \(k\) join \(A_n\) to \(A_{n+1}\), and springs of stiffness \(k'\) join \(B_n\) to \(A_n\) and to \(A_{n+1}\):
\[
\begin{aligned}
m_A\ddot a_n&=k(a_{n+1}+a_{n-1}-2a_n)+k'(b_n+b_{n-1}-2a_n),\\
m_B\ddot b_n&=k'(a_n+a_{n+1}-2b_n).
\end{aligned}
\]
In the compact mode, \(A_0\) moves by \(a\), its neighbours \(B_{-1}\) and \(B_0\) move by \(b\), and all other atoms rest. This requires \(b=-\frac{k}{k'}a\) and the tuning condition
\[
\frac{m_A}{m_B}=\frac{2k}{k'},\qquad
\omega_0^2=\frac{4k+2k'}{m_A}.
\]

**Q.** That is one localized mode. Is the whole band flat, and is it isolated?

**A.** Insert Bloch waves into the equations of motion. With the tuned ratio, \(k'/m_B=2k/m_A\), the matrix is
\[
m_AD(q)=\begin{pmatrix}
2k(1-\cos q)+2k' & -\sqrt{2kk'}\,(1+e^{-iq})\\
-\sqrt{2kk'}\,(1+e^{iq}) & 4k
\end{pmatrix}.
\]
The off-diagonal factor comes from \(m_Ak'/\sqrt{m_Am_B}=k'\sqrt{m_A/m_B}=\sqrt{2kk'}\). The trace is \(6k+2k'-2k\cos q\). Since \(|1+e^{iq}|^2=2(1+\cos q)\), the determinant is
\[
\begin{aligned}
&4k[2k(1-\cos q)+2k']-4kk'(1+\cos q)\\
&\quad=8k^2(1-\cos q)+4kk'(1-\cos q)\\
&\quad=[2k(1-\cos q)]\,[4k+2k'].
\end{aligned}
\]
The two brackets in the last line also add up to the trace, so they are the eigenvalues. One branch is acoustic, \(\omega_{\rm ac}^2=2k(1-\cos q)/m_A\). The other is \(\omega_0^2\) for every \(q\). The acoustic branch reaches at most \(4k/m_A\), which leaves a gap of \(2k'/m_A\) in squared frequency.

I choose round model parameters: \(k=60\) N/m, \(k'=40\) N/m, \(m_A=120\) u and \(m_B=40\) u. They meet the condition, since \(120/40=2\times60/40=3\). Then
\[
\omega_0^2=\frac{240+80}{120}\ \frac{\rm N/m}{\rm u}=1605.9\ {\rm ps}^{-2},
\qquad \omega_0=40.07\ {\rm rad/ps}.
\]
The frequency is 6.378 THz, or a quantum of 26.38 meV. The acoustic branch ends at 5.523 THz.

**Q.** What does the compact mode look like in numbers?

**A.** Since \(b/a=-60/40=-1.5\), displace \(A_0\) by 2 pm and each neighbouring \(B\) by \(-3\) pm. In units of (N/m) pm², the two stretched \(A\)–\(A\) springs store \(60\times2^2=240\). The two inner \(A\)–\(B\) springs store \(40\times5^2=1000\), and the two outer ones store \(40\times3^2=360\). The sum is 1600, or 9.986 meV. The total momentum stays zero, because \(120\times2-2\times40\times3=0\).

**Q.** Is such a strictly compact mode a peculiarity of this chain?

**A.** No. It exists for any isolated flat band with finite-range forces. For a Hermitian matrix \(A\) with eigenvalues \(\mu_j\) and orthonormal eigenvectors \(v_j\), the adjugate, which is the transposed matrix of cofactors, equals
\[
\operatorname{adj}A=\sum_s\Big(\prod_{j\ne s}\mu_j\Big)v_sv_s^\dagger .
\]
If \(A\) is invertible, this is \(\det(A)A^{-1}\) written in the eigenbasis. Singular matrices follow by continuity: add \(\epsilon\) times the identity and let \(\epsilon\to0\). Now put \(A=D(q)-\omega_0^2\). The flat branch has \(\mu=0\), so the one surviving term is its own:
\[
\operatorname{adj}[D(q)-\omega_0^2]
=\prod_{j\ne{\rm flat}}\big(\omega_j^2(q)-\omega_0^2\big)\,e(q)e(q)^\dagger .
\]
Isolation makes the product nonzero, so some column is nonzero. Each column is \(e(q)\) times a scalar function of \(q\), so \(D(q)\) multiplies it by \(\omega_0^2\) at every \(q\), including any point where the column vanishes. A column that is not zero throughout the zone therefore gives a mode of frequency \(\omega_0\). Each entry is built from sums and products of finitely many phases \(e^{-iq\cdot s}\), so its Fourier transform occupies finitely many cells. No gauge choice was needed.

**Q.** Then why bother with Wannier modes?

**A.** Because compact modes on neighbouring cells need not be orthogonal. In this chain they share one \(B\) atom. Their normalized overlap is the mass-weighted product on that atom divided by the squared norm:
\[
\frac{40\times3^2}{120\times2^2+2\times40\times3^2}=\frac{360}{1200}=0.30 .
\]
If the motion is expanded in compact modes, the kinetic and potential energies therefore contain cross terms between neighbouring amplitudes, and the energy is not a sum of one term per mode. The Wannier modes supply an orthonormal set, at the price of a tail.

**Q.** Show me the smooth gauge and that tail.

**A.** The second row of \([D(q)-\omega_0^2]e=0\), multiplied by \(m_A\), reads \(-\sqrt{2kk'}(1+e^{iq})e_A-2k'e_B=0\). Solving for \(e_B\) and normalizing gives
\[
e_B=-\sqrt{\frac{k}{2k'}}\,(1+e^{iq})e_A,\qquad
e_A=\Big[1+\frac{k}{k'}(1+\cos q)\Big]^{-1/2}.
\]
The bracket is never below 1, so the gauge is smooth and periodic. It also obeys \(e(-q)=e(q)^*\), so the modes are real. The mass-weighted amplitudes of \(w_0\) on \(A_0,A_1,A_2,A_3\) are \(0.686,-0.116,0.029,-0.008\). Each of the two central \(B\) atoms has \(-0.494\). These three central atoms carry \(0.686^2+2\times0.494^2\approx0.959\) of the squared norm.

The decay rate can be derived. For these parameters the bracket factorizes:
\[
\tfrac52+\tfrac32\cos q=\tfrac94\,(1+ze^{iq})(1+ze^{-iq}),\qquad z=\tfrac13 ,
\]
because \(\frac94(1+\frac19)=\frac52\) and \(\frac94\times\frac23=\frac32\). Use the series \((1+y)^{-1/2}=\sum_jc_j(-y)^j\), with \(c_j=\binom{2j}{j}4^{-j}\). Collecting the terms in \(e_A\) proportional to \(e^{-iqn}\) gives, for \(n\ge0\),
\[
w_A(n)=\tfrac23(-z)^n\sum_{j\ge0}c_jc_{j+n}z^{2j}.
\]
Stirling's formula gives \(c_n\approx1/\sqrt{\pi n}\). At large \(n\), \(c_{j+n}\) may be replaced by \(c_n\), because the factor \(z^{2j}\) restricts the sum to modest \(j\). The remaining sum is \((1-z^2)^{-1/2}=3/\sqrt8\). Hence
\[
w_A(n)\approx\frac{(-1/3)^n}{\sqrt{2\pi n}} .
\]
The amplitude alternates in sign and, far from the centre, falls by about a factor of 3 per cell. The first few steps are steeper. Between cells 20 and 21 the computed factor, with the root of \(n\) removed, is 0.3335.

**Q.** Now break the gauge. If smoothness matters, I should see the damage.

**A.** Multiply \(e(q)\) by \(i\) for \(q>0\) and by \(-i\) for \(q<0\). Since \(e_A\) is real and even, the \(A\) amplitudes become
\[
w_A(n)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,i\,{\rm sgn}(q)\,e_A(q)e^{iqn}
=-\frac1\pi\int_0^\pi e_A(q)\sin(qn)\,dq .
\]
Integrate by parts:
\[
w_A(n)=-\frac{e_A(0)-(-1)^ne_A(\pi)}{\pi n}
-\frac1{\pi n}\int_0^\pi e_A'(q)\cos(qn)\,dq .
\]
Two further integrations by parts show that the last integral is of order \(n^{-2}\), because its first boundary term contains \(\sin qn\), which vanishes at both ends. The correction to \(w_A\) is thus of order \(n^{-3}\).

With \(e_A(0)=1/2\) and \(e_A(\pi)=1\), the leading term at \(n=40\) is \(0.5/(40\pi)=0.0040\), and the quadrature also gives 0.0040. The smooth gauge gives \(2.5\times10^{-11}\) at \(n=20\), already half that distance away. The mode with the jump is still an eigenvector, as a numerical test confirms. What it has lost is its rapid localization.

**Q.** And the motion itself? I would trust Newton's equations more than another Fourier transform.

**A.** The compact pattern was released from rest on a ring of 121 cells, and the spring equations were integrated for 20 periods, or 3.14 ps. At the times sampled, the displacements differed from the initial pattern times \(\cos\omega_0t\) by at most \(6.5\times10^{-9}\) pm, compared with initial displacements of 2 and 3 pm.

For a measure that does not depend on the phase of an oscillation at \(\omega_0\), assign each atom the weight \(M(\dot u^2+\omega_0^2u^2)\). At the end, the share on the three initial atoms was 1.000000. The control had the same springs and the same initial displacements, but \(m_B=44\) u, which violates the tuning condition. Its upper band runs from 6.157 to 6.378 THz, and the share on the three atoms fell to 0.43.

**Q.** A real band will have some width. Does the statement then become useless?

**A.** It becomes a statement about limited times. Let the band have squared frequency \(\omega^2(q)\), with a smooth real gauge, and let \(w\) be its Wannier mode. Acting with \(D\) multiplies each Bloch component by \(\omega^2(q)\). If \(\overline{\omega^2}=\int_q\omega^2(q)\), Parseval's identity gives
\[
\big\|(D-\overline{\omega^2})w\big\|^2
=\int_q\big(\omega^2(q)-\overline{\omega^2}\big)^2 .
\]
This is the variance of \(\omega^2\) over the zone. It vanishes for a continuous band if and only if the band is flat, and the mean is the number that makes the left side smallest. So the Wannier mode of a dispersive band is not an eigenvector. In the control, the residual norm and the standard deviation are both 37.3 ps⁻².

For the motion, compare with a single reference frequency \(\Omega\). Released from rest, each Bloch component evolves as \(\cos\omega(q)t\). The inequality \(|\cos\alpha-\cos\beta|\le|\alpha-\beta|\) then gives
\[
\begin{aligned}
\|x(t)-w\cos\Omega t\|^2
&=\int_q[\cos\omega(q)t-\cos\Omega t]^2\\
&\le t^2\max_q|\omega(q)-\Omega|^2 .
\end{aligned}
\]
With \(\Omega\) at mid-band, the largest mismatch is half the band width. After 1 ps the control has a deviation of 0.49, measured against a mode of unit norm, and the bound is 0.695. An error below \(\varepsilon\) is guaranteed for times shorter than \(\varepsilon/\max_q|\omega(q)-\Omega|\).

**Q.** In an ionic crystal, displaced ions create electric dipoles. Are the forces short-ranged enough for your proof?

**A.** That has to be checked. Consider a long polarization wave with amplitude \(\mathbf P\) and wavevector \(\mathbf q\) in three dimensions. Let the electrons screen it with an isotropic dielectric constant \(\varepsilon_\infty\). Without free charge, Gauss's law reads \(\varepsilon_0\varepsilon_\infty\,\mathbf q\cdot\mathbf E=-\mathbf q\cdot\mathbf P\). An electrostatic field is parallel to \(\mathbf q\), so
\[
\mathbf E=-\frac{\mathbf q\,(\mathbf q\cdot\mathbf P)}{\varepsilon_0\varepsilon_\infty|\mathbf q|^2}.
\]
As \(\mathbf q\to0\), this field depends on the direction of approach. If the corresponding forces are present, \(D(q)\) is discontinuous at \(q=0\). Absolutely summable force constants would make it continuous, so that assumption fails.

The eigenvalue argument can be repaired if \(D(q)\) stays bounded: define \(D\) by multiplication in \(q\)-space, and flatness again gives \(Dw=\omega_0^2w\). Smoothness of \(e(q)\) at \(q=0\) is then a separate condition on the full \(D(q)\), dipole forces included. A flat-looking dispersion curve along a few lines of the zone does not establish it.

**Q.** Suppose it does hold. Could each localized mode store a bit in a memory capacitor?

**A.** The theorem does not show that. The harmonic potential energy of the localized modes is a sum of separate parabolas, whereas a bit held by the atomic positions without an applied voltage needs at least two stable minima. Those require anharmonic terms, which can couple modes that are independent in the harmonic theory. To see such a coupling, add a local energy \(g\sum_ix_i^4\), where \(i\) runs over all atomic coordinates and \(g>0\). In a stable harmonic crystal this term leaves a single minimum, so it illustrates the coupling and is not a model of the bit. Inserting \(x_i=\sum_mQ_mw_m(i)\) produces, among others, the term
\[
6g\,Q_0^2Q_1^2\sum_iw_0(i)^2w_1(i)^2 .
\]
The sum is positive whenever both modes are nonzero on some common coordinate, although they are orthogonal. Sharing an atom is not enough if the two modes move it along different coordinate axes. Motion in one cell then changes the restoring force in the next. Whether neighbouring polar displacements can be switched separately depends on these couplings, on the barriers and on the applied field. What flatness supplies is the absence of harmonic coupling between the localized modes.

The values quoted for the chain and its control come from the numerical program or from the arithmetic shown.

## Computed values

```
spring A-A: 60 N/m; spring A-B: 40 N/m
mass A: 120 u; mass B: 40 u
cells in test ring: 121
flat-band omega squared: 1605.90 ps^-2
flat-band angular frequency: 40.0737 rad/ps
flat-band frequency: 6.3779 THz
flat-band quantum: 26.377 meV
period: 0.15679 ps
top of acoustic band: 5.5235 THz
gap in omega squared: 401.48 ps^-2
numerical flat-band width in omega squared / omega0^2: 9.5e-15
Wannier relative eigenvalue residual: 2.6e-15
Wannier mass-weighted amplitudes, cell 0: A +0.686440, B -0.493937
Wannier mass-weighted amplitudes, cell 1: A -0.116091, B +0.075279
Wannier mass-weighted amplitudes, cell 2: A +0.029166, B -0.018225
Wannier mass-weighted amplitudes, cell 3: A -0.008122, B +0.004979
Wannier mass-weighted amplitudes, cell 4: A +0.002372, B -0.001438
Wannier amplitude on B in cell -1: -0.493937
Wannier weight on central A and two adjacent B: 0.95915
decay constant: 1.098612 per cell
predicted asymptotic factor per cell: 0.333333
measured factor, cells 20 to 21, root-n corrected: 0.333454
largest n^4 |w_A(n)|, n=1..20: 0.6579; bound: 0.9220
jump-gauge A amplitudes at n=40, 41: +0.003983, -0.011649
smooth-gauge A amplitude at n=20: +2.539e-11
compact displacements: A 2.0 pm, each B -3.0 pm
compact-mode energy: 9.9864 meV
overlap of neighboring normalized compact modes: 0.3000
simulation time: 3.1358 ps = 20 flat-band periods
largest error from u0 cos(omega t): 6.5e-09 pm
weight on initial three atoms at end, flat chain: 1.000000
mass B in dispersive control: 44 u
control upper band: 6.1567 to 6.3778 THz
weight on initial three atoms at end, control: 0.433287
control residual norm: 37.3273 ps^-2; band std: 37.3273 ps^-2
control deviation at 1.0 ps: 0.49067; bound: 0.69477
```
